\section*{Adiabatic cooling by a weak field in Kittel's two-sublattice antiferroelectric, part 2}

A thermally isolated antiferroelectric starts at $T=T_0-\delta$, below its transition temperature $T_0$, and an electric field $E$ is applied slowly along the axis of its two sublattices. At any fixed $\delta>0$, a sufficiently weak field cools it. The question now is what finite fields do. Units are SI; energies, entropies and heat capacities are per unit volume.

The sublattice polarizations $P_a$, $P_b$ give $P=P_a+P_b$ and the staggered order $L=P_a-P_b$, so that
\begin{equation}
P_a^2+P_b^2=\tfrac12(P^2+L^2),\qquad P_aP_b=\tfrac14(P^2-L^2).
\label{eq:quad}
\end{equation}
Equilibrium minimizes
\begin{equation}
\begin{aligned}
G={}&G_0(T)+f\,(P_a^2+P_b^2)+g\,P_aP_b\\
&+h\,(P_a^4+P_b^4)-E\,(P_a+P_b).
\end{aligned}
\label{eq:kittel}
\end{equation}
Here $f=\tfrac12g+\lambda(T-T_0)$, with positive constants $g$, $h$, $\lambda$. In zero field $L^2=L_0^2=2\lambda\delta/h$; while staggered order survives, $L^2=L_0^2-3P^2$. This order adds $\tfrac32hL_0^2=3\lambda\delta$ to the bare stiffness $g-\lambda\delta$ of $P$.

With $L$ eliminated, the energy without the field term, measured from its zero-field value, is
\begin{equation}
W(P)=\tfrac12(g+2\lambda\delta)P^2-hP^4,\qquad hP^2<\tfrac23\lambda\delta .
\label{eq:Win}
\end{equation}
\begin{align}
W(P)&=\tfrac12(g-\lambda\delta)P^2+\tfrac18hP^4+\frac{\lambda^2\delta^2}{2h}\nonumber\\
&=\tfrac12gP^2+\tfrac18h\,(P^2-L_0^2)^2,\qquad hP^2\ge\tfrac23\lambda\delta .
\label{eq:Wout}
\end{align}
On the ordered side
\begin{equation}
E=(g+2\lambda\delta)P-4hP^3 .
\label{eq:state}
\end{equation}
In a weak field $P=\chi E$, with $\chi=1/(g+2\lambda\delta)$.

The entropy, with background part $S_0$ of heat capacity $c_0$, is
\begin{equation}
S=S_0(T)-\lambda\,(P_a^2+P_b^2)=S_0(T)-\tfrac12\lambda\,(L^2+P^2),
\label{eq:S}
\end{equation}
and, while $L\neq0$,
\begin{equation}
S=S_0(T)-\frac{\lambda^2\delta}{h}+\lambda P^2 .
\label{eq:Sbelow}
\end{equation}
Maxwell's relation $(\partial S/\partial E)_T=(\partial P/\partial T)_E$ gives the weak-field isothermal entropy change
\begin{equation}
\Delta S_T=\tfrac12E^2\,\frac{d\chi}{dT}.
\label{eq:maxwell}
\end{equation}
The adiabatic temperature change $\Delta T$ has the opposite sign to $\Delta S_T$; its weak-field law is $\Delta T=-T\lambda\chi^2E^2/c$, with the zero-field heat capacity
\begin{equation}
c=T\frac{dS}{dT}=c_0+\frac{T\lambda^2}{h}\qquad(T<T_0).
\label{eq:c}
\end{equation}

The example has $T_0=500$ K, $\lambda=7.53\times10^5$ J\,m/(C$^2$\,K), $g=3.01\times10^7$ J\,m/C$^2$, $h=10^9$ J\,m$^5$/C$^4$ and constant $c_0=3.0$ MJ/(m$^3$\,K). It starts at 495 K ($\delta=5$ K), where 5 kV/cm gives $\Delta T=-20.8$ mK. The dielectric and thermal scales are roughly those of lead zirconate; $h$ was chosen to impose a continuous transition.

\subsection{Where the cooling stops growing}

The staggered order vanishes when $3P^2=L_0^2$, that is, at
\begin{equation}
P_c^2=\frac{2\lambda\delta}{3h},\qquad
E_c=P_c\left(g-\tfrac23\lambda\delta\right).
\label{eq:Ec}
\end{equation}
The second relation follows from \eqref{eq:state} with $4hP_c^2=\tfrac83\lambda\delta$. Beyond this point, differentiating \eqref{eq:Wout} gives
\begin{equation}
E=(g-\lambda\delta)P+\tfrac12hP^3 .
\label{eq:stateout}
\end{equation}

The crystal passes continuously from one form to the other if $W$ is convex. The slopes of \eqref{eq:Win} and \eqref{eq:Wout} agree at $P_c$. The curvature on the ordered side is $g+2\lambda\delta-12hP^2$, which decreases to $g-6\lambda\delta$ at $P_c$. On the other side it is $g-\lambda\delta+\tfrac32hP^2\ge g$. Hence $W$ is convex for
\begin{equation}
\delta<\frac{g}{6\lambda},
\label{eq:tri}
\end{equation}
and each field then has a single equilibrium value of $P$. In the example the limit is 6.7 K. Numerical minimization finds no jump of $P$ at $\delta=5$ K and a jump of $2.6\ \mu$C/cm$^2$ at 12 K. Farther below $T_0$ than \eqref{eq:tri} allows, the weak-field law still holds, but a stronger field destroys the staggered order discontinuously. The rest of this subsection and the next assume \eqref{eq:tri}, with $\delta$ taken as the largest distance below $T_0$ reached during the cooling.

Along an adiabat $dS=0$. With Maxwell's relation and the heat capacity at constant field $c_E>0$,
\begin{equation}
\frac{dT}{dE}=-\frac{T}{c_E}\left(\frac{\partial P}{\partial T}\right)_E .
\label{eq:slope}
\end{equation}
Differentiating \eqref{eq:state} and \eqref{eq:stateout} with respect to $T$ at constant $E$, with $d\delta/dT=-1$, gives
\begin{equation}
\left(\frac{\partial P}{\partial T}\right)_E=
\begin{cases}
\dfrac{2\lambda P}{g+2\lambda\delta-12hP^2}, & L\neq0,\\[3mm]
-\dfrac{\lambda P}{g-\lambda\delta+\tfrac32hP^2}, & L=0,
\end{cases}
\label{eq:dPdT}
\end{equation}
where $\delta$ is the current distance below $T_0$. Both denominators are curvatures of $W$ and are positive. The temperature falls as long as staggered order remains, and rises once it is gone. The coldest point of the adiabat lies where it meets the phase boundary.

The depth of this minimum can be found directly. Let the crystal have cooled by $x$, so that its distance below $T_0$ is $\delta+x$. On the boundary $\lambda P_c^2=\tfrac23\lambda^2(\delta+x)/h$, and \eqref{eq:Sbelow} gives a dipolar entropy of $-\tfrac13\lambda^2(\delta+x)/h$. Initially it was $-\lambda^2\delta/h$. For $x\ll T$ the background loses the entropy $c_0x/T$, so
\begin{equation}
\frac{c_0x}{T}=\frac{\lambda^2}{h}\left(\tfrac23\delta-\tfrac13x\right),\qquad
x=\frac{2J\delta}{3c_0+J},\quad J=\frac{T\lambda^2}{h}.
\label{eq:xmax}
\end{equation}
With $J=0.281$ MJ/(m$^3$\,K), $x=2\times0.281\times5/9.28=0.30$ K. The full calculation finds the minimum at 14.2 kV/cm, with $\Delta T=-0.302$ K. This field is slightly higher than the isothermal value $E_c=13.8$ kV/cm, because the crystal has moved away from $T_0$ while cooling.

\subsection{The field at which cooling turns into warming}

Beyond the boundary the dipoles become more ordered again and return entropy to the lattice vibrations, so the crystal warms up again. The net effect is zero when the final entropy at the starting temperature equals the initial one. With $L=0$ in the field, \eqref{eq:S} requires $P^2=L_0^2$. Inserting $P=L_0$ and $\tfrac12hL_0^2=\lambda\delta$ into \eqref{eq:stateout} gives
\begin{equation}
E^*=gL_0 .
\label{eq:Estar}
\end{equation}
At this field both sublattices have the magnitude $L_0/2$ that they had at the start, but they are now parallel. One sublattice has been reversed, and the sum of squares is unchanged. For the example, $E^*=3.01\times10^7\times0.0868$ V/m $=26$ kV/cm. The adiabatic temperature change is $-96$, $-284$, $-165$ and $-32$ mK at 10, 15, 20 and 25 kV/cm, and $+111$ mK at 30 kV/cm, each measured from the same start at 495 K.

Equation \eqref{eq:Estar} also answers the question left open about the limit. Fix the field and let the starting temperature approach $T_0$. Since $L_0$ tends to zero, $E^*$ eventually drops below the applied field, and the crystal warms. Solving $E=gL_0$ for $\delta$ gives the width of this interval:
\begin{equation}
\delta_h=\frac{hE^2}{2\lambda g^2}.
\label{eq:strip}
\end{equation}
At 5 kV/cm it is 0.18 K. Starting at half this distance below $T_0$, the crystal warms by 8.6 mK; at twice the distance it cools by 17 mK. The interval shrinks as $E^2$. Every fixed temperature below $T_0$ therefore lies outside it once the field is weak enough, which is the sense in which a weak field cools the crystal just below the transition.

\subsection{Which assumptions fix the sign}

Suppose first that $g$ depends on temperature, while $f-\tfrac12g=\lambda(T-T_0)$ is kept. The inverse susceptibility below $T_0$ becomes $g(T)+2\lambda(T_0-T)$, and \eqref{eq:maxwell} gives
\begin{equation}
\Delta S_T=\tfrac12\left(2\lambda-\frac{dg}{dT}\right)\chi^2E^2 .
\label{eq:gslope}
\end{equation}
Cooling requires $dg/dT<2\lambda$. A temperature dependence of $h$ has no effect on $\Delta S_T$ at this order, because $h$ cancels in the added stiffness $\tfrac32hL_0^2=3\lambda\delta$. It does change the heat capacity \eqref{eq:c}, and with it the size, though not the sign, of $\Delta T$. Minimization at 495 K and 1 kV/cm, with $h$ rising by 0.2\% of its value at $T_0$ per kelvin, gives $\Delta S_T/(\lambda P^2)=0.50$ for $dg/dT=\lambda$ and $-0.50$ for $dg/dT=3\lambda$. In the second case the crystal warms. Antiparallel order alone therefore does not guarantee cooling.

The form of the quartic energy matters too. Symmetry also allows a term $rh\,P_a^2P_b^2$ with a constant $r>-2$, which \eqref{eq:kittel} omits. By \eqref{eq:quad} it equals $\tfrac1{16}rh\,(P^2-L^2)^2$. The zero-field order becomes $L_0^2=4\lambda\delta/[(2+r)h]$, and the stiffness added to $P$ is $(\tfrac32-\tfrac14r)hL_0^2=\lambda\delta\,(6-r)/(2+r)$. For constant $g$ the inverse susceptibility is then $g+2\lambda\delta\,(2-r)/(2+r)$, and \eqref{eq:maxwell} gives $\Delta S_T=\lambda P^2(2-r)/(2+r)$ in a weak field. With this term as the only addition, the crystal just below $T_0$ therefore cools for $r<2$ and warms for $r>2$. Symmetry allows one more quartic term, proportional to $P_aP_b(P_a^2+P_b^2)$, which is left out here and would shift this boundary. For $r>2$ the inverse susceptibility falls to zero on further cooling; beyond that point the zero-field state has a net polarization and this formula no longer applies. The rest of this section keeps $r=0$ and constant $g$.

Next add a sixth-order term $j(P_a^6+P_b^6)$ with $j>0$. By the binomial expansion it equals $\tfrac1{32}j(P^6+15P^4L^2+15P^2L^4+L^6)$. In zero field the staggered order obeys
\begin{equation}
\lambda(T-T_0)+\tfrac12hL^2+\tfrac3{16}jL^4=0,
\label{eq:six}
\end{equation}
and the coefficient of $\tfrac12P^2$ is
\begin{equation}
\chi^{-1}=g+\lambda(T-T_0)+\tfrac32hL^2+\tfrac{15}{16}jL^4 .
\label{eq:chisix}
\end{equation}
Write $y=jL^2$. Differentiating \eqref{eq:six} gives $dL^2/dT=-8\lambda/(4h+3y)$. Then \eqref{eq:chisix} gives
\begin{equation}
\frac{d\chi^{-1}}{dT}=\lambda\left(1-\frac{12h+15y}{4h+3y}\right)=-\lambda\,\frac{8h+12y}{4h+3y}.
\label{eq:slope6}
\end{equation}
Since $d\chi/dT=-\chi^2\,d\chi^{-1}/dT$, \eqref{eq:maxwell} becomes
\begin{equation}
\frac{\Delta S_T}{\lambda P^2}=\frac{4h+6y}{4h+3y}.
\label{eq:ratio6}
\end{equation}
For $h>0$ this lies between 1 and 2. With $j=10^{10}$ J\,m$^9$/C$^6$ in the example it is 1.05.

For $h<0$ the transition is discontinuous. The ordered state is a minimum only if $4h+3y>0$; then $4h+6y$ is positive as well, and the sign of the effect survives. At the transition the ordered and disordered states have equal energy:
\begin{equation}
\tfrac12\lambda(T-T_0)+\tfrac18hL^2+\tfrac1{32}jL^4=0 .
\label{eq:equal}
\end{equation}
Subtracting twice this from \eqref{eq:six} leaves $\tfrac14hL^2+\tfrac18jL^4=0$, so $y=-2h$. The ratio \eqref{eq:ratio6} is then $(-8h)/(-2h)=4$, whatever the values of $h$ and $j$. This is the limit approached from below the transition, in a field too weak to destroy the order. Exactly at the transition a weak field favours the disordered state, because its susceptibility is larger. Minimization with $h=-2\times10^8$ J\,m$^5$/C$^4$ and the same $j$ confirms the value 4.00 on the ordered branch, at a transition 1.3 K above $T_0$.

\subsection{Comparison with a real crystal}

Lead zirconate, from which the dielectric and thermal scales were taken, has a discontinuous transition and a more complicated ordered structure than two sublattices on one axis. The example is therefore not a prediction for it. At equal $P$, a discontinuous transition described by \eqref{eq:ratio6} raises the entropy change fourfold at the transition. At equal field, however, the effect also contains $\chi^2$. The model keeps a relative susceptibility $\chi/\varepsilon_0$ of 3000 at 5 K below $T_0$. At a discontinuous transition, $y=-2h$ in \eqref{eq:six} gives $hL^2=-8\lambda(T-T_0)$, and \eqref{eq:chisix} then gives $\chi^{-1}=g+4\lambda(T-T_0)$ in the ordered state, against $g+\lambda(T-T_0)$ in the disordered one. In this model the susceptibility therefore drops by less than a factor of four, and the fall of $\chi^2$ outweighs the factor of four once the drop exceeds a factor of two. A larger drop, such as tenfold, would lower $\chi^2$ a hundredfold, but it lies outside the model, and the factor of four then need not apply. A crystal with several domain orientations departs from the model as well: if bound charge at the domain walls is neglected, so that the field inside each domain equals the applied one, a domain whose axis makes an angle $\theta$ with the field feels $E\cos\theta$ along the axis, and in a weak field its axial contribution is multiplied by $\cos^2\theta$. Its transverse response is outside the model.

Some practical limits can be estimated. The field of the coldest point is 14\% of a rough breakdown field of 100 kV/cm for bulk ceramic. Dielectric loss adds heat. If the polarization lags a sinusoidal field of amplitude $E$ by a small angle $\epsilon$, the work per cycle is $\oint E\,dP=\pi\chi E^2\sin\epsilon$. With a rough loss tangent of 0.01 and $E=5$ kV/cm, this warms the crystal by 0.06 mK per cycle, 0.3\% of the 20.8 mK of cooling. Leakage current can matter more when the field is applied slowly. A conductivity $\sigma$ warms the crystal by $\sigma E^2t/c$ in a time $t$ at constant field. For an illustrative $\sigma=10^{-8}$ S/m this is about 8 mK in 10 s, so the field must not be held for long.

The neglect of fluctuations matters more close to $T_0$. In the Gaussian approximation, a fluctuation of $L$ with wave vector $q$ has a stiffness proportional to $m+\xi_0^2q^2$, with $m=2\delta/T_0$ and a length $\xi_0$ of the order of the lattice spacing. The correlation length is $\xi_0/\sqrt m$, which grows as $T_0$ is approached; $\xi_0$ only sets its scale. It contributes $\tfrac12k_BT\ln(m+\xi_0^2q^2)$ to the free energy. Taking $-T\,\partial^2/\partial T^2$, keeping the most singular term and setting $T\simeq T_0$ gives
\begin{equation}
c_{\rm fl}=2k_B\int\!\frac{d^3q}{(2\pi)^3}\frac{1}{(m+\xi_0^2q^2)^2}
=\frac{k_B}{4\pi\xi_0^3\sqrt m}.
\label{eq:fluct}
\end{equation}
With a rough $\xi_0=0.5$ nm and $\delta=5$ K this is 0.06 MJ/(m$^3$\,K). On the ordered side the omitted terms vary little with temperature near $T_0$ and are counted in the background $c_0$. They take a different value above $T_0$, which a single constant $c_0$ ignores. The singular term is 2\% of the total heat capacity but 22\% of the mean-field part $J$. Fluctuations of $P$ are not counted here. For them $m$ is replaced by the larger value $(g+2\lambda\delta)/(\lambda T_0)=0.1$; with the same $\xi_0$ and without long-range dipolar forces, their corresponding term would add 0.03 MJ/(m$^3$\,K). Since $c_{\rm fl}$ grows as $\delta^{-1/2}$, it would equal $J$ at $\delta\simeq5\times(0.22)^2\simeq0.2$ K. The warming interval of 0.18 K at 5 kV/cm thus lies where mean-field theory is no longer reliable for these parameters. Its existence and width are results of the model. At 5 K below $T_0$ the estimated fluctuation part of the heat capacity is smaller than $J$, but the fluctuation correction to the cooling itself is not calculated here. The estimate depends strongly on $\xi_0$: doubling this length reduces $c_{\rm fl}$ eightfold.

The full set of computed values is given in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
T0 = 500 K, Curie constant = 1.50e+05 K
T0 minus Curie-Weiss temperature = 40 K
lambda = 7.5294e+05 J m/(C^2 K)
g = 3.0118e+07 J m/C^2
h = 1.00e+09 J m^5/C^4
c0 = 3.000 MJ/(m^3 K)
start: T = 495.0 K, d = 5.0 K, E = 5.0 kV/cm
c below T0 = 3.2806 MJ/(m^3 K)
chi/eps0 below = 3000.0
chi/eps0 at T0+d = 3333.3
L0 = 8.6772 uC/cm^2
Pa, Pb at E=0: 4.3386, -4.3386 uC/cm^2
Pa, Pb in field: 4.8543, -3.4997 uC/cm^2
P = 1.3545 uC/cm^2, L = 8.3540 uC/cm^2
isothermal dS below = 138.15 J/(m^3 K)
isothermal dS at T0+d = -81.46 J/(m^3 K)
dS ratio below/above at 0.2 K from T0 = -1.9803
adiabatic dT, full = -20.807 mK
adiabatic dT, weak-field law = -20.040 mK
adiabatic dT at T0+d = 13.705 mK
dT at 10 kV/cm = -95.92 mK
dT at 15 kV/cm = -284.34 mK
dT at 20 kV/cm = -165.24 mK
dT at 25 kV/cm = -31.66 mK
dT at 30 kV/cm = 110.64 mK
continuous in field for d < 6.667 K
P jump at d=5 K: 0.0000 uC/cm^2
P jump at d=12 K: 2.634 uC/cm^2
isothermal E_c = 13.831 kV/cm, P_c = 5.010 uC/cm^2
coldest: E = 14.16 kV/cm, dT = -302.3 mK
sign-change field = 26.134 kV/cm
heating strip at 5 kV/cm: d < 0.1830 K
dT at half strip width = 8.560 mK
dT at twice strip width = -17.108 mK
dS/(lam P^2), g'=lam: 0.5000
dS/(lam P^2), g'=3 lam: -0.5000
sixth-order coefficient j = 1.0e+10 J m^9/C^6
dS/(lam P^2) with j, h>0: 1.0521
discontinuous case: h = -2.0e+08 J m^5/C^4
its transition lies 1.328 K above T0
dS/(lam P^2) there: 4.0000
loss tangent (rough) = 0.01
loss heating per cycle = 0.0636 mK
breakdown (rough) = 100 kV/cm
coldest field/breakdown = 0.142
correlation length xi0 (rough) = 0.5 nm
mean-field part of c = 0.2806 MJ/(m^3 K)
fluctuation part of c = 0.0622 MJ/(m^3 K)
fluctuation part/total c = 0.0189
\end{verbatim}
